**Term energies of d⁵ and a fit of Racah parameters to Mn²⁺**

The program tests the energies $^6S=10A-35B$, $^4G=10A-25B+5C$, $^4P=10A-28B+7C$, $^4D=10A-18B+5C$ and $^4F=10A-13B+7C$, where $A$, $B$, $C$ are the Racah parameters built from the Slater integrals $F^0$, $F^2$, $F^4$. It constructs the repulsion matrix from angular integrals found by quadrature and asserts that its eigenvalues have these coefficients, with the right spin multiplicities. It also asserts that each excitation energy above $^6S$ equals the difference between the $^1S$ energy of d² and the d² energy with the same $L$ as the quartet. For Mn²⁺ it optimizes Hartree–Fock orbitals separately for each term, and asserts that the Racah energies agree with diagonalization using the Gaussian repulsion integrals and that the sextet energy agrees with a separate ROHF calculation. Further assertions cover the lowering of the quartet energies by orbital relaxation, the expansion of the 3d orbital, and the closed form of the least-squares solution. The output gives fitted values $B=0.1395$ eV and $C=0.522$ eV, with a root-mean-square residual of 0.008 eV. These values belong to the Hartree–Fock level and are not fitted to measured spectra.

## Verification by program

```python
# Result under test: repulsion energies of the d^5 terms in Racah parameters,
#   6S = 10A-35B, 4G = 10A-25B+5C, 4P = 10A-28B+7C,
#   4D = 10A-18B+5C, 4F = 10A-13B+7C,
# and a least-squares fit of B and C to computed terms of the free ion Mn2+.
# F0, F2, F4: Slater integrals F^k of the d shell.
# A = F0 - F4/9, B = F2/49 - 5 F4/441, C = 5 F4/63.
# L, S: total orbital and spin quantum numbers. Atomic units inside.
from math import factorial, sqrt
import numpy as np
from scipy import sparse, constants
from scipy.linalg import eigh
from scipy.special import lpmv
from pyscf import gto, scf

HARTREE = constants.physical_constants['Hartree energy in eV'][0]
BOHR = constants.physical_constants['Bohr radius'][0] * 1e10
WAVENUMBER = constants.e / (constants.h * constants.c) / 100

# rows: A, B, C expressed in F0, F2, F4
RACAH = np.array([[1, 0, -1 / 9], [0, 1 / 49, -5 / 441], [0, 0, 5 / 63]])
D5 = {'6S': (10, -35, 0), '4G': (10, -25, 5), '4P': (10, -28, 7),
      '4D': (10, -18, 5), '4F': (10, -13, 7)}
D2 = {'1S': (1, 14, 7), '3P': (1, 7, 0), '1D': (1, -3, 2),
      '3F': (1, -8, 0), '1G': (1, 4, 2)}
QUARTETS = ['4G', '4P', '4D', '4F']

# ---------- angular integrals by quadrature ----------
x, wx = np.polynomial.legendre.leggauss(20)


def theta(l, m):
    a = abs(m)
    norm = sqrt((2 * l + 1) / 2 * factorial(l - a) / factorial(l + a))
    return norm * lpmv(a, l, x) * ((-1) ** a if m < 0 else 1)


ms = np.arange(-2, 3)
gaunt = np.zeros((3, 5, 5))
for ik, k in enumerate((0, 2, 4)):
    for i, m in enumerate(ms):
        for j, n in enumerate(ms):
            if abs(m - n) <= k:
                gaunt[ik, i, j] = sqrt(2 / (2 * k + 1)) * np.sum(
                    wx * theta(2, m) * theta(k, m - n) * theta(2, n))
q = ms[:, None] - ms[None, :]
conserve = q[:, :, None, None] == q.T[None, None]
angular = [g[:, :, None, None] * g.T[None, None] * conserve for g in gaunt]

# ---------- fermion operators for ten d spin orbitals ----------
lower = sparse.csr_matrix([[0., 1.], [0., 0.]])
parity = sparse.csr_matrix([[1., 0.], [0., -1.]])
annihilate = []
for p in range(10):
    op = sparse.identity(1, format='csr')
    for r in range(10):
        factor = parity if r < p else lower if r == p else sparse.identity(2)
        op = sparse.kron(op, factor, format='csr')
    annihilate.append(op)
up, down = annihilate[:5], annihilate[5:]
count_up = sum(a.T @ a for a in up).diagonal()
count_down = sum(a.T @ a for a in down).diagonal()
spin_raise = sum(u.T @ d for u, d in zip(up, down))


def sector(n_up, n_down):
    """Orbital replacement operators and S^2 in one spin sector."""
    idx = np.where((np.round(count_up) == n_up)
                   & (np.round(count_down) == n_down))[0]

    def cut(op):
        return op.tocsr()[idx][:, idx].toarray()
    e = np.array([[cut(up[i].T @ up[j] + down[i].T @ down[j])
                   for j in range(5)] for i in range(5)])
    sz = (n_up - n_down) / 2
    s2 = cut(spin_raise.T @ spin_raise) + sz * (sz + 1) * np.eye(len(idx))
    return e, s2


def repulsion(eri, e):
    two = np.einsum('ijkl,ijab,klbc->ac', eri, e, e, optimize=True)
    return 0.5 * (two - np.einsum('ijjl,ilac->ac', eri, e))


def term_table(n_up, n_down):
    """For each L: spin multiplicity and coefficients of F0, F2, F4."""
    e, s2 = sector(n_up, n_down)
    lz = sum(m * e[i, i] for i, m in enumerate(ms))
    lp = sum(sqrt(6 - ms[i] * (ms[i] + 1)) * e[i + 1, i] for i in range(4))
    val, vec = np.linalg.eigh(lp.T @ lp + lz @ lz + lz)
    ang_mom = np.round((-1 + np.sqrt(1 + 4 * np.abs(val))) / 2).astype(int)
    ops = [repulsion(a, e) for a in angular]
    table = {}
    for L in range(5):
        u = vec[:, ang_mom == L]
        assert u.shape[1] == 2 * L + 1          # every L occurs once
        coef = []
        for op in ops + [s2]:
            block = u.T @ op @ u
            mean = np.trace(block) / len(block)
            assert np.allclose(op @ u, mean * u, atol=1e-9)
            coef.append(mean)
        table[L] = (int(round(sqrt(1 + 4 * coef[3]))), np.array(coef[:3]))
    return table


pair, shell = term_table(1, 1), term_table(4, 1)
print('Coefficients of A, B, C from diagonalization (dimensionless)')
for table, formulas, name in ((pair, D2, 'd2'), (shell, D5, 'd5')):
    for L in range(5):
        mult, slater = table[L]
        label = str(mult) + 'SPDFG'[L]
        abc = np.linalg.solve(RACAH.T, slater)
        assert np.allclose(abc, formulas[label], atol=1e-8)
        a, b, c = np.round(abc, 6) + 0.0
        print(f'{name} {label}: {a:7.3f} {b:8.3f} {c:7.3f}')

# electron-hole relation, lost exchange, and sum over parallel pairs
for L in range(5):
    assert np.allclose(shell[L][1] - shell[0][1],
                       pair[0][1] - pair[L][1], atol=1e-9)
lost_exchange = (gaunt ** 2).sum(axis=2)
assert np.allclose(lost_exchange, pair[0][1][:, None], atol=1e-10)
assert np.allclose(shell[0][1], 7 * pair[3][1] + 3 * pair[1][1], atol=1e-9)
diag = np.array([[gaunt[k, m + 2, m + 2] for k in range(3)]
                 for m in range(3)])             # rows |m| = 0, 1, 2
assert np.allclose(diag[:, 1] * 7, [2, 1, -2])
assert np.allclose(diag[:, 2] * 21, [6, -4, 1])

# ---------- Mn2+: Hartree-Fock optimized separately for each term ----------
basis = [s for s in gto.basis.load('def2-tzvp', 'Mn') if s[0] <= 2]
mol = gto.M(atom='Mn 0 0 0', basis={'Mn': basis}, charge=2, spin=5, verbose=0)
n = mol.nao_nr()
labels = mol.ao_labels(fmt=None)


def pick(letter, component):
    return [i for i, t in enumerate(labels)
            if t[2][-1] == letter and t[3] == component]


s_set = pick('s', '')
p_sets = [pick('p', t) for t in 'xyz']
d_sets = [pick('d', t) for t in ('z^2', 'xz', 'xy', 'yz', 'x2-y2')]
assert len(s_set) + sum(map(len, p_sets)) + sum(map(len, d_sets)) == n
dz = d_sets[0]
overlap = mol.intor('int1e_ovlp')
h_one = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
r_squared = mol.intor('int1e_r2')
eri_ao = mol.intor('int2e', aosym='s1').reshape(n, n, n, n)
mean_field = (eri_ao - 0.5 * eri_ao.transpose(0, 2, 1, 3)).reshape(n * n, -1)

# radial integrals over d basis functions, one array for each k = 0, 2, 4
samples = np.array([eri_ao[np.ix_(dz, dz, t, t)] for t in d_sets[:3]])
radial = np.tensordot(np.linalg.inv(diag[0] * diag), samples, axes=1)


def field(density):
    return (mean_field @ density.ravel()).reshape(n, n)


def lowest(fock, idx, number):
    block = np.ix_(idx, idx)
    return eigh(fock[block], overlap[block])[1][:, :number]


def optimize(term, fock, fock_d):
    """Minimize the total energy of one term over all radial orbitals."""
    weight = np.array(D5[term]) @ RACAH
    for _ in range(500):
        core, open_d = np.zeros((n, n)), np.zeros((n, n))
        cs = lowest(fock, s_set, 3)
        core[np.ix_(s_set, s_set)] = 2 * cs @ cs.T
        cp = lowest(fock, p_sets[2], 2)
        for t in p_sets:
            core[np.ix_(t, t)] = 2 * cp @ cp.T
        cd = eigh(fock_d, overlap[np.ix_(dz, dz)])[1][:, 0]
        for t in d_sets:
            open_d[np.ix_(t, t)] = np.outer(cd, cd)
        h_core = h_one + field(core)
        new = h_core + field(open_d)
        coulomb = np.einsum('kabcd,c,d->kab', radial, cd, cd)
        hd = h_core[np.ix_(dz, dz)]
        new_d = hd + 0.4 * np.tensordot(weight, coulomb, axes=1)
        change = max(abs(new - fock).max(), abs(new_d - fock_d).max())
        fock, fock_d = (fock + new) / 2, (fock_d + new_d) / 2
        if change < 1e-8:
            break
    assert change < 1e-8
    slater = np.einsum('kab,a,b->k', coulomb, cd, cd)
    energy = (0.5 * np.sum(core * (h_one + h_core)) + 5 * cd @ hd @ cd
              + weight @ slater)
    radius = sqrt(np.sum(open_d * r_squared) / 5)
    return dict(energy=energy, slater=slater, radius=radius, cd=cd,
                core=core, open_d=open_d, fock=fock, fock_d=fock_d)


start = h_one + field(np.asarray(scf.hf.init_guess_by_minao(mol)))
result = {'6S': optimize('6S', start, start[np.ix_(dz, dz)])}
ground = result['6S']
for term in QUARTETS:
    result[term] = optimize(term, ground['fock'], ground['fock_d'])

# the sextet against an independent open-shell Hartree-Fock program
rohf = scf.ROHF(mol)
rohf.conv_tol = 1e-10
half = ground['core'] / 2
e_rohf = rohf.kernel(dm0=np.array([half + ground['open_d'], half]))
assert rohf.converged and abs(e_rohf - ground['energy']) < 1e-6

# Racah energies against diagonalization with the raw Gaussian integrals
replace, _ = sector(4, 1)
levels = {'6S': (0, 1), '4G': (1, 10), '4P': (10, 13),
          '4D': (13, 18), '4F': (18, 25)}
for term, res in result.items():
    orb = np.zeros((n, 5))
    for i, t in enumerate(d_sets):
        orb[t, i] = res['cd']
    eri_d = np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri_ao, orb, orb, orb, orb,
                      optimize=True)
    spectrum = np.linalg.eigvalsh(repulsion(eri_d, replace))
    for name, (lo, hi) in levels.items():
        racah_energy = np.array(D5[name]) @ RACAH @ res['slater']
        assert np.allclose(spectrum[lo:hi], racah_energy, atol=1e-8)

# ---------- fit of common B and C ----------
design = np.array([[D5[t][1] + 35, D5[t][2]] for t in QUARTETS], float)
relaxed = np.array([result[t]['energy'] - ground['energy']
                    for t in QUARTETS]) * HARTREE
abc_ground = RACAH @ ground['slater'] * HARTREE
frozen = design @ abc_ground[1:]
assert np.all(relaxed < frozen)                  # variational lowering
assert all(result[t]['radius'] > ground['radius'] for t in QUARTETS)
fit = np.linalg.lstsq(design, relaxed, rcond=None)[0]
sum_b, sum_c = design.T @ relaxed
closed = np.array([148 * sum_b - 338 * sum_c,
                   922 * sum_c - 338 * sum_b]) / 22212
assert np.allclose(fit, closed, atol=1e-10)
model = design @ fit
residual = relaxed - model
assert abs(residual).max() < 0.05
G, P, D, F = frozen
assert np.isclose((F - P) / (D - G), 15 / 7) and np.isclose(P, 2.4 * G - D)
G, P, D, F = relaxed

print('Mn2+, Hartree-Fock, s, p, d functions of def2-TZVP')
print(f'number of basis functions: {n}')
print(f"6S total energy: {ground['energy'] * HARTREE:.3f} eV")
print(f'difference from ROHF: {abs(e_rohf-ground["energy"])*HARTREE:.1e} eV')
for k, value in zip((0, 2, 4), ground['slater'] * HARTREE):
    print(f'F{k} from 6S orbitals: {value:.4f} eV')
for name, value in zip('ABC', abc_ground):
    print(f'{name} from 6S orbitals: {value:.5f} eV')
print(f"rms 3d radius, 6S: {ground['radius'] * BOHR:.5f} angstrom")
print('Excitation energies above 6S in eV, rms 3d radius in angstrom')
print('term  frozen   relaxed  fitted   relaxed-fitted  radius')
for i, t in enumerate(QUARTETS):
    print(f'{t}   {frozen[i]:.5f}  {relaxed[i]:.5f}  {model[i]:.5f}  '
          f"{residual[i]:+.5f}        {result[t]['radius'] * BOHR:.5f}")
print(f'sum of b*energy: {sum_b:.5f} eV; sum of c*energy: {sum_c:.5f} eV')
for name, value in zip('BC', fit):
    print(f'fitted {name}: {value:.5f} eV = {value * WAVENUMBER:.1f} cm^-1')
print(f'fitted C/B: {fit[1] / fit[0]:.4f}')
print(f'rms residual: {sqrt(np.mean(residual ** 2)):.5f} eV')
print(f'(F-P)/(D-G): relaxed {(F-P)/(D-G):.4f}, one orbital set {15/7:.4f}')
print(f'12G/5-D: {2.4 * G - D:.5f} eV, to compare with P: {P:.5f} eV')
print('done: every assertion held')
```

Running it gives:

```
Coefficients of A, B, C from diagonalization (dimensionless)
d2 1S:   1.000   14.000   7.000
d2 3P:   1.000    7.000   0.000
d2 1D:   1.000   -3.000   2.000
d2 3F:   1.000   -8.000   0.000
d2 1G:   1.000    4.000   2.000
d5 6S:  10.000  -35.000   0.000
d5 4P:  10.000  -28.000   7.000
d5 4D:  10.000  -18.000   5.000
d5 4F:  10.000  -13.000   7.000
d5 4G:  10.000  -25.000   5.000
Mn2+, Hartree-Fock, s, p, d functions of def2-TZVP
number of basis functions: 38
6S total energy: -31268.221 eV
difference from ROHF: 1.2e-11 eV
F0 from 6S orbitals: 22.8102 eV
F2 from 6S orbitals: 10.6161 eV
F4 from 6S orbitals: 6.6172 eV
A from 6S orbitals: 22.07495 eV
B from 6S orbitals: 0.14163 eV
C from 6S orbitals: 0.52517 eV
rms 3d radius, 6S: 0.65544 angstrom
Excitation energies above 6S in eV, rms 3d radius in angstrom
term  frozen   relaxed  fitted   relaxed-fitted  radius
4G   4.04217  4.01387  4.00550  +0.00837        0.66452
4P   4.66763  4.62865  4.63108  -0.00243        0.66614
4D   5.03358  4.99094  4.98212  +0.00883        0.66663
4F   6.79208  6.71398  6.72383  -0.00985        0.67070
sum of b*energy: 305.09285 eV; sum of c*energy: 124.42249 eV
fitted B: 0.13952 eV = 1125.3 cm^-1
fitted C: 0.52207 eV = 4210.8 cm^-1
fitted C/B: 3.7420
rms residual: 0.00792 eV
(F-P)/(D-G): relaxed 2.1343, one orbital set 2.1429
12G/5-D: 4.64234 eV, to compare with P: 4.62865 eV
done: every assertion held
```
